# The VPT2 zero-point energy and its cancelling resonance denominators

**Q.** A composite thermochemical scheme adds a vibrational zero-point energy to an electronic energy. Spectroscopy gives me harmonic wavenumbers $\omega_i$ and anharmonic constants $x_{ij}$. I put zero quanta into the level formula and get $\sum_i\omega_i/2+\sum_{i\le j}x_{ij}/4$. What could be missing?

**A.** A constant. To second order the levels of a nonrotating molecule will turn out to be

$$E(v)=G_0+\sum_i\omega_iN_i+\sum_{i\le j}x_{ij}N_iN_j,\qquad N_i=v_i+\tfrac12 .$$

Every transition energy is a difference $E(v)-E(v')$, from which $G_0$ drops out, so it cannot be obtained as a parameter by fitting this formula to transitions. The zero-point energy is measured from the bottom of the potential and does contain it. With all $N_i=\tfrac12$,

$$E_0=G_0+\tfrac12\sum_i\omega_i+\tfrac14\sum_{i\le j}x_{ij}.$$

**Q.** You have assumed that the levels have this form. From which Hamiltonian does it follow?

**A.** Take a semirigid nonlinear molecule with total angular momentum zero. Let $q_i$ be dimensionless normal coordinates with $[q_i,p_i]=i$, and let all constants be energies. Then $H=H_0+V_3+V_4+V_R$, where

$$H_0=\tfrac12\sum_i\omega_i(p_i^2+q_i^2),\quad V_3=\tfrac16\sum_{ijk}\phi_{ijk}q_iq_jq_k,\quad V_4=\tfrac1{24}\sum_{ijkl}\phi_{ijkl}q_iq_jq_kq_l,$$

$$V_R=\sum_\alpha B_\alpha\pi_\alpha^2-\tfrac14\sum_\alpha B_\alpha,\qquad \pi_\alpha=\sum_{ij}\zeta^\alpha_{ij}\sqrt{\omega_j/\omega_i}\;q_ip_j .$$

The sums are unrestricted and the $\phi$ are derivatives of the potential at its minimum. $V_R$ is the vibrational angular momentum energy plus Watson's constant, with the rotational constants $B_\alpha$ held at the equilibrium geometry. The Coriolis constants obey $\zeta_{ij}=-\zeta_{ji}$.

I count $V_3$ as first order in smallness and $V_4$ and $V_R$ as second order. $V_3$ is odd in the coordinates, so it has no diagonal elements, and through second order

$$E(v)=\sum_i\omega_iN_i+\langle v|V_4+V_R|v\rangle+\sum_{n\ne v}\frac{|\langle n|V_3|v\rangle|^2}{E_v-E_n},$$

with harmonic energies in the denominator. For now the modes are nondegenerate and no denominator with a nonzero numerator vanishes.

**Q.** Start with the quartic part. Where would a constant come from?

**A.** From the fourth power of a single coordinate. The squared matrix elements needed, written with $N=v+\tfrac12$, are

- $q$, one quantum up or down: $\tfrac12(N\pm\tfrac12)$;
- $q^2$, two quanta up or down: $\tfrac14(N\pm\tfrac12)(N\pm\tfrac32)$.

The diagonal element of $q^2$ is $N$. Inserting a complete set between two factors $q^2$,

$$\langle q^4\rangle=N^2+\tfrac14\left[(N+\tfrac12)(N+\tfrac32)+(N-\tfrac12)(N-\tfrac32)\right]=\tfrac32N^2+\tfrac38 .$$

Division by 24 gives $\phi_{iiii}(N_i^2/16+1/64)$. For $i\ne j$, $\phi_{iijj}$ occurs six times in the unrestricted sum and gives $\tfrac6{24}\phi_{iijj}N_iN_j$. Other quartic constants multiply an odd power of some coordinate and have no diagonal element.

**Q.** The cubic part is a square of a sum. How do you control the cross terms?

**A.** By parity. In $V_3$ the distinct products are $\tfrac16\phi_{iii}q_i^3$, $\tfrac12\phi_{iik}q_i^2q_k$ and $\phi_{ijk}q_iq_jq_k$. Two products can reach the same state only if they are odd in the same coordinates. So $q_k^3$ and all the $q_i^2q_k$ with the same $k$ interfere with one another, and $q_iq_jq_k$ interferes with nothing else.

First, $q^3$ alone. From $q=(a+a^\dagger)/\sqrt2$, the squared element for $v\to v+3$ is $(v+1)(v+2)(v+3)/8$. For $v\to v+1$ there are three operator orders, with sum

$$\frac{\sqrt{v+1}}{2\sqrt2}\,[v+(v+1)+(v+2)]=3\left(\frac{v+1}2\right)^{3/2}.$$

Downward elements follow by exchanging initial and final state. Upward steps have negative denominators and downward steps positive ones, so the energy is

$$-\frac{\phi_{iii}^2}{36\,\omega_i}\left\{\frac{(v+1)(v+2)(v+3)-v(v-1)(v-2)}{24}+\frac{9[(v+1)^3-v^3]}8\right\}.$$

The brace is $(9v^2+9v+6)/24+(81v^2+81v+27)/24=(30v^2+30v+11)/8$. Since $v^2+v=N^2-\tfrac14$, the result is

$$-\frac{\phi_{iii}^2}{\omega_i}\left(\frac{5N_i^2}{48}+\frac7{576}\right).$$

**Q.** And the interference?

**A.** The diagonal part of $q_i^2$ turns $\tfrac12\phi_{iik}q_i^2q_k$ into a linear force term $\tfrac12\phi_{iik}N_iq_k$. The second-order sum for $q_k$ with itself is

$$\frac1{\omega_k}\left[\tfrac12(N_k-\tfrac12)-\tfrac12(N_k+\tfrac12)\right]=-\frac1{2\omega_k}.$$

For $i,l,k$ all different, the cross term is $2\cdot\tfrac12\cdot\tfrac12\,\phi_{iik}\phi_{llk}N_iN_l$ times this, or $-\phi_{iik}\phi_{llk}N_iN_l/(4\omega_k)$. The parts of $q_i^2$ that change $v_i$ cannot interfere with $q_l^2$, which leaves $v_i$ alone.

For the cross term with $q_k^3$, the product of the one-quantum elements of $q$ and $q^3$ is $\tfrac34(v_k+1)^2$ upward and $\tfrac34v_k^2$ downward. The sum is $\tfrac34[v_k^2-(v_k+1)^2]/\omega_k=-3N_k/(2\omega_k)$. Multiplied by $2\cdot\tfrac16\cdot\tfrac12\,\phi_{kkk}\phi_{iik}N_i$, it gives $-\phi_{kkk}\phi_{iik}N_iN_k/(4\omega_k)$, the same pattern. None of these cross terms contributes to $G_0$.

**Q.** So far nothing is resonant. Where does $2\omega_i-\omega_j$ enter?

**A.** In the square of $\tfrac12\phi_{iij}q_i^2q_j$. When $v_i$ does not change, the linear force gives $-\phi_{iij}^2N_i^2/(8\omega_j)$. When $v_i$ changes by $2s$ and $v_j$ by $t$, with $s,t=\pm1$, the elements above give

$$-\frac{\phi_{iij}^2}{32}\sum_{s,t}\frac{(A+2sN_i)(N_j+t/2)}{2s\omega_i+t\omega_j},\qquad A=N_i^2+\tfrac34,$$

because $(N_i\pm\tfrac12)(N_i\pm\tfrac32)=A\pm2N_i$. Combine each $(s,t)$ with $(-s,-t)$, whose denominator is opposite:

$$(A+2N_i)(N_j+\tfrac12)-(A-2N_i)(N_j-\tfrac12)=A+4N_iN_j,$$
$$(A+2N_i)(N_j-\tfrac12)-(A-2N_i)(N_j+\tfrac12)=4N_iN_j-A .$$

Hence the energy is

$$-\frac{\phi_{iij}^2}{32}\left[\frac{4N_iN_j+N_i^2+\frac34}{2\omega_i+\omega_j}+\frac{4N_iN_j-N_i^2-\frac34}{2\omega_i-\omega_j}\right].\tag{1}$$

To separate powers of $N$, set $D_{ij}=4\omega_i^2-\omega_j^2$. The coefficient of $A$ in the bracket is $[(2\omega_i-\omega_j)-(2\omega_i+\omega_j)]/D_{ij}=-2\omega_j/D_{ij}$. That of $4N_iN_j$ is $4\omega_i/D_{ij}$. Expression (1) therefore equals

$$\frac{\phi_{iij}^2\,\omega_j}{16D_{ij}}\left(N_i^2+\tfrac34\right)-\frac{\phi_{iij}^2\,\omega_i}{2D_{ij}}N_iN_j .$$

The constant $3\phi_{iij}^2\omega_j/(64D_{ij})$ belongs to $G_0$.

**Q.** That constant diverges at $2\omega_i=\omega_j$. I would rather drop $G_0$ than put a divergence into a heat of formation.

**A.** Look at the second numerator in (1) for the ground state: $4\cdot\tfrac14-\tfrac14-\tfrac34=0$. The divergence exists only after this zero has been divided among three constants. Write $\delta=2\omega_i-\omega_j$. The fraction with denominator $\delta$ contributes to $E_0$

$$\frac{\phi_{iij}^2}{\delta}\left(\underbrace{\frac3{128}}_{G_0}+\underbrace{\frac1{128}}_{x_{ii}/4}-\underbrace{\frac4{128}}_{x_{ij}/4}\right)=0 .$$

This holds at any $\delta\ne0$, not just close to resonance. Dropping $G_0$ would remove one of three cancelling terms and leave a divergence behind.

**Q.** Does this survive for three different modes, with $\omega_i+\omega_j\approx\omega_k$?

**A.** Yes. Each coordinate in $\phi_{ijk}q_iq_jq_k$ changes its quantum number by $s=\pm1$, with squared element $\tfrac12(N+s/2)$. Again I combine each sign pattern with its opposite. In $\prod(N+s/2)-\prod(N-s/2)$ only terms odd in the signs remain, which gives

$$-\frac{\phi_{ijk}^2}8\sum_{4\ \mathrm{patterns}}\frac{s_iN_jN_k+s_jN_iN_k+s_kN_iN_j+\frac14s_is_js_k}{s_i\omega_i+s_j\omega_j+s_k\omega_k},\tag{2}$$

with patterns $(+++)$, $(++-)$, $(+-+)$, $(-++)$. In the ground state the numerator is $\tfrac14(s_i+s_j+s_k+s_is_js_k)$. It is 1 for $(+++)$ and $\tfrac14(1-1)=0$ for the other three. For $\delta=\omega_i+\omega_j-\omega_k$, the coefficients of $\phi_{ijk}^2/\delta$ in $G_0$, $x_{ij}/4$, $x_{ik}/4$ and $x_{jk}/4$ are $\tfrac1{32},\tfrac1{32},-\tfrac1{32},-\tfrac1{32}$.

For the closed forms, let $P=(\omega_i+\omega_j)^2-\omega_k^2$, $Q=(\omega_i-\omega_j)^2-\omega_k^2$ and $\Delta_{ijk}=PQ$. Adding the fractions in pairs,

$$\sum\frac{s_k}{s\cdot\omega}=-\frac{2\omega_k}P-\frac{2\omega_k}Q=-\frac{4\omega_k(\omega_i^2+\omega_j^2-\omega_k^2)}{\Delta_{ijk}},$$
$$\sum\frac{s_is_js_k}{s\cdot\omega}=-\frac{2\omega_k}P+\frac{2\omega_k}Q=\frac{2\omega_k(P-Q)}{\Delta_{ijk}}=\frac{8\omega_i\omega_j\omega_k}{\Delta_{ijk}} .$$

The first, times $-\phi_{ijk}^2/8$, goes into $x_{ij}$. The second, times $-\phi_{ijk}^2/32$, goes into $G_0$.

**Q.** The rotational term is still missing.

**A.** Using $\zeta_{ij}=-\zeta_{ji}$, each pair $i<j$ enters $\pi_\alpha$ as

$$\zeta^\alpha_{ij}\left(\sqrt{\omega_j/\omega_i}\,q_ip_j-\sqrt{\omega_i/\omega_j}\,q_jp_i\right).$$

Different pairs change different parities and do not mix in $\langle\pi_\alpha^2\rangle$. With $\langle q^2\rangle=\langle p^2\rangle=N$, the squares give $N_iN_j(\omega_j/\omega_i+\omega_i/\omega_j)$. The cross terms are

$$-\langle q_ip_i\rangle\langle p_jq_j\rangle-\langle p_iq_i\rangle\langle q_jp_j\rangle=-2\cdot\tfrac i2\cdot\left(-\tfrac i2\right)=-\tfrac12,$$

whatever the quantum numbers. They belong to $G_0$, as does $-\tfrac14\sum_\alpha B_\alpha$.

**Q.** Then write out the constants, so that I can use them.

**A.** Collecting the coefficients,

$$x_{ii}=\frac{\phi_{iiii}}{16}-\frac{5\phi_{iii}^2}{48\omega_i}-\sum_{k\ne i}\phi_{iik}^2\left(\frac1{8\omega_k}-\frac{\omega_k}{16D_{ik}}\right),$$

and for $i\ne j$

$$\begin{aligned}x_{ij}={}&\frac{\phi_{iijj}}4-\sum_k\frac{\phi_{iik}\phi_{jjk}}{4\omega_k}-\frac{\phi_{iij}^2\omega_i}{2D_{ij}}-\frac{\phi_{ijj}^2\omega_j}{2D_{ji}}\\&+\sum_{k\ne i,j}\frac{\phi_{ijk}^2\omega_k(\omega_i^2+\omega_j^2-\omega_k^2)}{2\Delta_{ijk}}+\sum_\alpha B_\alpha(\zeta^\alpha_{ij})^2\left(\frac{\omega_i}{\omega_j}+\frac{\omega_j}{\omega_i}\right).\end{aligned}$$

The first sum over $k$ includes $k=i$ and $k=j$. The constant is

$$\begin{aligned}G_0={}&\sum_i\left(\frac{\phi_{iiii}}{64}-\frac{7\phi_{iii}^2}{576\omega_i}\right)+\sum_{i\ne j}\frac{3\phi_{iij}^2\omega_j}{64D_{ij}}-\sum_{i<j<k}\frac{\phi_{ijk}^2\omega_i\omega_j\omega_k}{4\Delta_{ijk}}\\&-\frac14\sum_\alpha B_\alpha\Big[1+2\sum_{i<j}(\zeta^\alpha_{ij})^2\Big].\end{aligned}$$

No term linear in $N_i$ has appeared beyond $\omega_iN_i$, so the assumed level formula is established.

**Q.** If the poles cancel, there should be an expression for $E_0$ that never contains them.

**A.** Set $N=\tfrac12$ before separating anything. Expression (1) becomes $-\phi_{iij}^2/[16(2\omega_i+\omega_j)]$ and (2) becomes $-\phi_{ijk}^2/[8(\omega_i+\omega_j+\omega_k)]$. In an unrestricted sum these constants occur 3 and 6 times, so both have the common factor $\tfrac1{48}$. The linear-force terms join into $-\phi_{iik}\phi_{jjk}/(32\omega_k)$, also unrestricted. The one-mode term fits as well: $\tfrac1{144}+\tfrac1{32}=\tfrac{11}{288}$, which equals $\tfrac5{192}+\tfrac7{576}$ from the $q^3$ result. The quartic terms become $\phi_{iijj}/32$. Hence

$$\begin{aligned}E_0={}&\frac12\sum_i\omega_i+\frac1{32}\sum_{ij}\phi_{iijj}-\frac1{48}\sum_{ijk}\frac{\phi_{ijk}^2}{\omega_i+\omega_j+\omega_k}-\frac1{32}\sum_{ijk}\frac{\phi_{iik}\phi_{jjk}}{\omega_k}\\&+\sum_\alpha B_\alpha\sum_{i<j}(\zeta^\alpha_{ij})^2\frac{(\omega_i-\omega_j)^2}{4\omega_i\omega_j}-\frac14\sum_\alpha B_\alpha .\end{aligned}\tag{3}$$

The sum denominators remain; the difference denominators are gone. The physical reason is that a difference denominator describes an exchange in which one mode loses quanta while another gains them. The ground state has none to lose. Its second-order denominators $E_0-E_n$ are all excitation energies with a minus sign, and these cannot vanish.

**Q.** At exact resonance $G_0$ and those $x_{ij}$ that contain the vanishing denominator do not exist. Is (3) still right there, or merely finite?

**A.** It is still the second-order energy of the ground state, because the harmonic ground state remains nondegenerate. The same argument covers nonlinear molecules with degenerate modes, although their excited levels need more than the formula with $x_{ij}$. A linear molecule has a different rotational term. Only the two axes perpendicular to the molecule enter the Coriolis sum, and Watson's constant $-\tfrac14\sum_\alpha B_\alpha$ is absent, so the last term of (3) must be dropped. What (3) does not survive is a very soft mode: $1/\omega_k$ and the Coriolis ratio grow as $\omega_k\to0$, and the expansion about one rigid minimum loses its meaning.

**Q.** Show me numbers in which the cancellation matters.

**A.** Take a three-mode model with round parameters, in cm⁻¹: $\omega=(1000,1960,2920)$, so that $2\omega_1-\omega_2$ and $\omega_1+\omega_2-\omega_3$ are both 40. The resonant couplings are $\phi_{112}=90$ and $\phi_{123}=80$; the other cubic constants are $\phi_{111}=-100$, $\phi_{113}=40$, $\phi_{122}=-50$, $\phi_{133}=60$, $\phi_{222}=-400$, $\phi_{223}=60$, $\phi_{233}=100$, $\phi_{333}=-1200$; the nonzero quartic constants are $\phi_{1111}=20$, $\phi_{2222}=70$, $\phi_{3333}=400$, $\phi_{1122}=20$, $\phi_{1133}=20$, $\phi_{2233}=30$, $\phi_{1123}=10$; the rotational constants are $B=(12,4,3)$, and the only nonzero Coriolis constants (dimensionless) belong to the third axis, $\zeta_{12}=0.48$, $\zeta_{13}=0.60$, $\zeta_{23}=0.64$. For the terms in $\phi_{112}^2$ the share of $G_0$ is

$$\frac{3\cdot90^2\cdot1960}{64\,(4\cdot1000^2-1960^2)}=4.70 .$$

Their share of $\sum x/4$ is $-4.96$, and the total is only $-0.26$ (the cross terms of $\phi_{112}$ with $\phi_{222}$ and $\phi_{233}$ have no pole and are not counted here). For $\phi_{123}$ the three numbers are $5.12$, $-5.26$ and $-0.14$; the last is $-80^2/(8\cdot5880)$, as (3) requires.

With all terms included, $\sum x/4=-7.20$ and $G_0=4.18$, so

$$E_0=2940.00-7.20+4.18=2936.98\ \mathrm{cm^{-1}},$$

which is 0.013382 hartree or 35.13 kJ/mol. Omitting $G_0$ would more than double the anharmonic correction, from $-3.02$ to $-7.20$.

**Q.** An error of 4 cm⁻¹ is 0.05 kJ/mol. I can live with that.

**A.** In this model at this detuning, yes. Now tighten both resonances together, with $\omega_2=2000-\delta$ and $\omega_3=3000-2\delta$ (all in cm⁻¹):

| $\delta$ | $G_0$ | $\sum x/4$ | sum |
|---|---|---|---|
| 40 | 4.2 | −7.2 | −3.02 |
| 4 | 92.1 | −94.6 | −2.57 |
| 0.4 | 969.2 | −971.8 | −2.53 |

The pole coefficients predict the growth: $3\cdot90^2/128+80^2/32=390$, so $G_0$ should contain $390/\delta$, about 975 at $\delta=0.4$. The remaining $-5$ or so is the regular part. At $\delta=0$, formula (3) gives $-2.523$. Diagonalizing the resonant model with $V_3$ scaled by a small $\lambda$ and $V_4+V_R$ by $\lambda^2$, and extrapolating the energy shift divided by $\lambda^2$ to $\lambda=0$, gives the same value. That agreement is one of the program's tests.

**Q.** In practice I remove resonant terms from $x_{ij}$ and treat the interacting excited levels by a small matrix. Is the zero-point energy then safe?

**A.** Only if $G_0$ is treated in the same way. Delete the fractions with denominator $\delta$ from $x$ alone, and their partners in $G_0$ stay behind. At $\delta=40$ the error in $E_0$ is

$$\frac{3\cdot90^2}{128\cdot40}+\frac{80^2}{32\cdot40}=4.75+5.00=9.75\ \mathrm{cm^{-1}},$$

about three times the whole anharmonic correction and of opposite sign. Delete them from both, and $E_0$ is unchanged, since the deleted pieces add to zero. Using (3) avoids the question.

**Q.** Freedom from poles is not accuracy. How good is second order here?

**A.** Diagonalization of the same model at full coupling gives 2937.53 cm⁻¹, unchanged at this precision between 9 and 11 basis levels per mode. VPT2 is 0.55 cm⁻¹ lower. Relative to the zero-point energy that is about 0.02 %; relative to the diagonalized anharmonic correction of $-2.47$ cm⁻¹ it is 22 %. This difference comes from higher orders of perturbation theory, which the cancellation does not remove. It also says nothing about errors in the force constants themselves, which in a real application come from the electronic-structure method.

## Numbers as computed

```
All energies in cm^-1 unless stated; modes numbered 1,2,3
omega1,2,3: 1000.0 1960.0 2920.0
cubic: 111=-100 112=90 113=40 122=-50 123=80 133=60 222=-400 223=60 233=100 333=-1200
quartic: 1111=20 2222=70 3333=400 1122=20 1133=20 2233=30 1123=10
B_a,B_b,B_c: 12.0 4.0 3.0
zeta^c 12,13,23 (no unit): 0.48 0.6 0.64
2*omega1-omega2 = 40.0; omega1+omega2-omega3 = 40.0
x11 = 5.823
x12 = 3.355
x13 = -6.931
x22 = -4.488
x23 = 0.836
x33 = -27.410
sum omega/2 = 2940.000
sum x/4 = -7.204
G0 = 4.185
VPT2 ZPE = 2936.980
ZPE without G0 = 2932.796
anharmonic correction G0 + sum x/4 = -3.020
resonance-free formula, correction = -3.020
G0 from perturbation sums over 20 levels = 4.185
largest residual of that fit = 1.7e-13
ZPE by diagonalization, 11 levels/mode = 2937.526
ZPE by diagonalization, 9 levels/mode = 2937.526
VPT2 minus diagonalization = -0.545
phi112^2 terms: G0 4.6982, sum x/4 -4.9551, total -0.2570
phi123^2 terms: G0 5.1196, sum x/4 -5.2556, total -0.1361
coefficients of phi^2/delta (no unit), delta=2*omega1-omega2:
   G0: 3/128, x11/4: 1/128, x12/4: -1/32, x13/4: 0, x22/4: 0, x23/4: 0, x33/4: 0
coefficients of phi^2/delta (no unit), delta=omega1+omega2-omega3:
   G0: 1/32, x11/4: 0, x12/4: 1/32, x13/4: -1/32, x22/4: 0, x23/4: -1/32, x33/4: 0
ZPE error if resonant parts are deleted from x only:
   phi112: 4.746, phi123: 5.000, both: 9.746
approach to resonance: delta, G0, sum x/4, G0 + sum x/4
   40.0  4.185  -7.204  -3.0195
   4.0  92.061  -94.633  -2.5717
   0.4  969.225  -971.753  -2.5280
delta=0, resonance-free correction = -2.5231
delta=0, weak-coupling diagonalization = -2.5231
VPT2 ZPE = 0.0133819 hartree = 35.134 kJ/mol
G0 = 0.0501 kJ/mol; anharmonic correction = -0.0361 kJ/mol
```
